Mott's Criterion from Thomas-Fermi Screening and the Yukawa Binding Threshold

A low-temperature transport calculation for a doped semiconductor starts with a decision about the donor electrons. Either they sit on donor levels and must be thermally excited before they conduct, or they form a degenerate gas whose density stays equal to the donor density down to absolute zero. Take a model material with dielectric constant ε = 10, effective mass m* = 0.2 electron masses and 1.6 × 10¹⁸ donors per cm³. One estimate of the dividing density, n^(1/3) a = 0.25 with a the effective Bohr radius, says that the electrons are free. The same model with its binding problem solved accurately gives 0.36 and says that a donor can still bind. The decision requires knowing where the two numbers come from and what the difference between them means.

## The estimate on the back of an envelope

A donor of unit charge attracts an electron with energy −e₁²/r, where e₁² = e²/(4πε₀ε). The natural length is

a = ħ²/(m* e₁²).

Suppose that other mobile electrons screen this attraction beyond a distance 1/κ. To profit from what is left, the electron must stay within about 1/κ. This costs a kinetic energy of order ħ²κ²/m* and gains a potential energy of order e₁²κ. The cost wins when κ exceeds a number of order one times 1/a.

The screening length follows from the stiffness of the electron gas. A potential energy V changes the density by about nV/E_F, with a Fermi energy E_F ~ ħ²n^(2/3)/m*. Poisson's equation then gives

κ² ~ e₁² n/E_F ~ n^(1/3)/a.

Setting κa ~ 1 gives n^(1/3) a ~ 1: binding is lost when the donor spacing is comparable with the Bohr radius, up to a numerical factor. The argument also carries a warning. Since κ grows only as n^(1/6), the critical density varies as the sixth power of the critical κ, and a modest error in the binding threshold becomes a large error in the density.

## Screening with its factors

From here on lengths are in units of a and energies in units of Ha* = ħ²/(m*a²), which is twice the effective Rydberg. In these units ħ = m* = e₁ = 1. The model has one isotropic parabolic band, two spin states and zero temperature. The charge of all donors except the one under study is smeared into a uniform background.

In a cube of side L the allowed wave vectors have a density L³/(2π)³. Filling a sphere of radius k_F with two electrons per state gives

n = 2 · (1/8π³) · (4π/3) k_F³ = k_F³/(3π²).

The chemical potential is μ = k_F²/2, so dμ = k_F dk_F and

dn/dμ = (k_F²/π²)/k_F = k_F/π².

Let V(r) be the potential energy of an electron near the chosen donor. If V varies slowly, the gas at r behaves as a uniform gas with chemical potential μ − V(r). If V is also small compared with μ, the change in density is

δn = −V dn/dμ,

which is positive where V is negative. The charge density, in units of e, is that of the donor minus δn. Because the electron's charge is negative, V is minus the electrostatic potential, and Poisson's equation reads

∇²V = 4π[δ(r) − δn] = 4πδ(r) + κ²V,

κ² = 4π dn/dμ = 4k_F/π.

Away from the origin this is (rV)'' = κ² rV. The decaying solution that joins the bare attraction −1/r at small r is the Yukawa potential

V(r) = −e^(−κr)/r.

The displaced electrons number ∫δn 4πr² dr = κ² ∫ r e^(−κr) dr = 1, so they cancel the donor's charge.

Inverting κ² = 4k_F/π gives k_F = πκ²/4, and with k_F = (3π²n)^(1/3),

n^(1/3) = C κ², C = π/[4(3π²)^(1/3)] = 0.2539.

What remains is the largest κ at which the Yukawa potential binds, called κ_c.

## The binding threshold as a maximum

It is enough to consider s states, because angular momentum adds a positive centrifugal energy for any given radial function. Write the wave function as u(r)/r with u(0) = 0. The expectation value of the energy has the sign of

½ ∫ u'² dr − ∫ e^(−κr) u²/r dr.

Substitute x = κr. The first integral acquires a factor κ, since two derivatives give κ² and dr gives 1/κ. The second acquires none, since dr/r = dx/x. The energy is therefore negative if and only if

κ < R[u], R[u] = 2 ∫ e^(−x) u²/x dx / ∫ (du/dx)² dx.

If some u satisfies this, the variational principle guarantees a bound state. Conversely, a bound state has negative energy, so its own u satisfies the inequality. Hence κ_c is the least upper bound of R over all admissible functions, and any single trial function gives a lower bound on κ_c.

## The exponential trial function: 0.25

The ground state of the bare donor is e^(−r). The obvious trial function is e^(−λr) with λ adjustable, which means u = x e^(−sx) with s = λ/κ. The two integrals are

2 ∫ x e^(−(1+2s)x) dx = 2/(1+2s)²,

∫ (1−sx)² e^(−2sx) dx = 1/(2s) − 2s/(4s²) + 2s²/(8s³) = 1/(4s).

Their ratio is

R = 8s/(1+2s)² = 1 − (1−2s)²/(1+2s)².

The second form shows that the maximum is 1, reached at s = 1/2. The exponential therefore proves binding for κ < 1, and equating κ_c to this bound gives

n_c^(1/3) a = C = 0.25.

Above κ = 1 the exponential has positive energy for every λ, but this does not show that binding is absent. The value 0.25 is thus a lower bound on the critical value of the model.

The weakness grows as the threshold is approached: the best exponential misses 1% of the binding energy at κ = 0.5, 14% at κ = 0.8 and 34% at κ = 0.9. With the normalization ∫ r² e^(−2λr) dr = 1/(4λ³), the trial energy is

E(λ) = λ²/2 − 4λ³/(2λ+κ)².

For κ → 0 it becomes λ²/2 − λ, with minimum −1/2 at λ = 1, the correct energy of the bare donor. At κ = 1 the energy reaches zero with λ = sκ = 1/2, so the trial orbital has merely doubled its decay length. A true bound state behaves differently. Outside the range of the potential its radial function u falls off as e^(−γr) with γ = √(−2E), so its extent grows without limit as E → 0.

## The accurate threshold: 0.36

At zero energy and large r the radial equation is u'' = 0. The threshold state has the solution that tends to a constant, as the limit of e^(−γr) for γ → 0. The simplest function that vanishes at the origin and has this form is

u = 1 − e^(−x).

To evaluate R, note that

∫ (e^(−px) − e^(−qx))/x dx = ∫ from p to q of dk/k = ln(q/p),

because integrating e^(−kx) over k from p to q produces the left integrand. The numerator is therefore

2 ∫ (e^(−x) − 2e^(−2x) + e^(−3x))/x dx = 2(ln 2 − ln(3/2)) = 2 ln(4/3).

The denominator is ∫ e^(−2x) dx = 1/2, and

R = 4 ln(4/3) = 1.151.

With no adjustable parameter this already exceeds the best exponential by 15%.

The function cannot be normalized, so its use needs a justification. Multiply it by e^(−ηx) with small positive η. The same integrals then give

∫ (du/dx)² dx = η/2 + (1+η)/2 − 2η(1+η)/(1+2η) = 1/[2(1+2η)],

R(η) = 4(1+2η) ln{(2+2η)²/[(1+2η)(3+2η)]}.

This is 1.111 at η = 0.1 and 1.147 at η = 0.01, and it tends to 1.151 as η → 0. Normalizable functions thus come as close to the bound as desired. The same holds for any u that tends to a constant A: the slow damping adds to du/dx a term whose squared integral is about η²A²/(2η), which vanishes with η.

The bound can be raised by hand with two functions,

u = c₁(1 − e^(−x)) + c₂(1 − e^(−2x)).

Now R is a ratio of two quadratic forms in c₁ and c₂, with coefficients

T_ij = ∫ ij e^(−(i+j)x) dx = ij/(i+j),

W_ij = 2 ∫ e^(−x)(1−e^(−ix))(1−e^(−jx))/x dx = 2 ln[(1+i)(1+j)/(1+i+j)].

Setting the derivatives of R with respect to c₁ and c₂ to zero gives (W − κT)c = 0, where κ is the stationary value of R. The entries are

T₁₁ = 1/2, T₁₂ = 2/3, T₂₂ = 1,

W₁₁ = 0.5753641, W₁₂ = 0.8109302, W₂₂ = 1.1755733.

The determinant must vanish:

κ²(T₁₁T₂₂ − T₁₂²) − κ(W₁₁T₂₂ + W₂₂T₁₁ − 2W₁₂T₁₂) + W₁₁W₂₂ − W₁₂² = 0,

κ²/18 − 0.0819105 κ + 0.0187749 = 0.

The larger root is

κ = 9 [0.0819105 + √(0.0067093 − 0.0041722)] = 1.1905.

This is still a lower bound. To obtain the value itself, return to the radial equation at zero energy, −½u'' − e^(−κr)u/r = 0, which in the variable x becomes

d²u/dx² = −(2/κ) e^(−x) u/x.

Numerical integration from u(0) = 0 out to x = 40, with κ adjusted until the outer slope vanishes, gives

κ_c = 1.1906.

The largest root of the matrix problem with twenty functions agrees to all the digits shown. The critical value for the density is then

n_c^(1/3) a = 0.2539 × 1.1906² = 0.360.

The threshold has moved by 19% and n_c^(1/3) by 42%. The density itself has grown by the factor 1.1906⁶ = 2.85.

## The numbers for the model material

The effective Bohr radius is ε/(m*/m_e) = 50 times that of hydrogen, so a = 2.646 nm. The effective Rydberg is 27.2 meV and Ha* = 54.4 meV. The two critical densities are

exponential: n_c = [0.2539/(2.646 × 10⁻⁷ cm)]³ = 8.8 × 10¹⁷ cm⁻³,

accurate threshold: n_c = [0.3599/(2.646 × 10⁻⁷ cm)]³ = 2.5 × 10¹⁸ cm⁻³.

The corresponding mean spacings n_c^(−1/3) are 10.4 nm and 7.4 nm.

The density of the opening question, 1.6 × 10¹⁸ cm⁻³, lies between them and corresponds to κ = 1.104. The round value κ = 1.1 is used below; at κ = 1.104 the binding energy is about 9% smaller (0.11 meV) and the decay length about 5% larger (41 nm). Diagonalizing the radial Hamiltonian on a uniform grid in a box of radius 150 a gives a lowest energy of −0.0023 Ha* at κ = 1.1. The bound state missed by every exponential is there. At κ = 1.25 the lowest level in the same box is positive, as expected above the threshold.

The state at κ = 1.1 is bound by

0.00229 × 54.4 meV ≈ 0.12 meV,

less than half a percent of the 27.2 meV of an isolated donor. Its decay length is

1/γ = 1/√(2 × 0.0023) ≈ 15 a ≈ 39 nm,

while the donors are n^(−1/3) ≈ 8.5 nm apart. The probability density falls off twice as fast as the wave function, and the mean radius of the state is about 8 a ≈ 22 nm. A sphere with this radius contains about 70 donors. An electron in such a state does not belong to one of them, and a donor level computed for an isolated centre is not a reliable description at this density. This favours the degenerate gas as the starting point for the transport calculation, even though the potential of a single screened donor still binds. It is an argument from the size of the state; the model does not compare the two descriptions directly.

## What each number can support

The value 0.36 answers a sharp question: when does one Yukawa potential, screened by a Thomas-Fermi gas, cease to bind? But the size of the bound state diverges at that point, so the picture of one donor in a uniform background must break down before the threshold is reached from below. The value 0.25 comes from an orbital with a decay length of 2a at a donor spacing of 3.9a. The true bound state at κ = 1 is larger, with a decay length of 7a and a mean radius of 4.4a. Its mean radius passes the donor spacing between κ = 0.9 and κ = 1, and only in this sense does 0.25 mark roughly where a compact bound state disappears. That is a reading of the trial function and not a theorem, and it does not turn the lower bound into a better theory of the transition.

The logic of the criterion also has a direction. The screening was computed for free electrons. Above n_c this assumption is consistent within the linear Thomas-Fermi model, because the screened potential of a donor has no bound state. Below n_c strict consistency is lost, because a donor has a bound level that the screening ignores, although a state spread over tens of donors, as at κ = 1.1, is hardly a capture by one of them. Loss of consistency is not the same as a comparison of total energies between the metal and the insulator.

Two approximations in the screening can be measured at the thresholds. The first is linearity, which needs |V| well below the Fermi energy. At r = 1/κ the potential energy has the magnitude κ/e in units of Ha*, where e is here the base of natural logarithms. For the accurate threshold this is 24 meV against a Fermi energy of 34 meV. For the exponential it is 20 meV against 17 meV. Closer to the donor the ratio is worse, so linear response is not justified in either case.

The second is slow variation, which needs κ well below 2k_F. From k_F = πκ²/4,

κ/(2k_F) = 2/(πκ),

which is 0.64 at κ = 1 and 0.53 at κ_c. The consequence can be found from perturbation theory. A weak potential of wave number q mixes each occupied state k with k + q and k − q. Summing over both spins, the density change per unit potential has the magnitude

4 ∫ d³k/(2π)³ · 1/(k·q + q²/2) = [1/(π²q)] ∫ k ln|(q+2k)/(q−2k)| dk,

where k and q are vectors on the left, the angular integral has been done as a principal value, and k runs from 0 to k_F. For small q the logarithm tends to q/k and the result to k_F/π², the Thomas-Fermi value. Numerical integration at q = κ gives 85% of that value at κ = 1 and 90% at κ_c. Screening at this wavelength is thus 10 to 15% weaker than assumed. One would expect this correction alone to raise the critical density, though that has not been worked out here.

Heating the gas changes the law itself. When the thermal energy τ = k_BT far exceeds the Fermi energy, n is proportional to e^(μ/τ), so dn/dμ = n/τ. The same Poisson equation gives κ² = 4πn/τ, and

n_c = κ_c² τ/(4π)

in units of a⁻³ and Ha*. Here n is the density of mobile electrons. The condition on τ must hold at n_c itself. Inserting this n_c into the Fermi energy (3π²n)^(2/3)/2 gives E_F/τ ≈ 1.1 τ^(−1/3) for the accurate threshold, with τ in Ha*, so τ must be well above Ha*. In the model material Ha* corresponds to about 630 K, and the formula is therefore a formal high-temperature limit, not an estimate for room temperature. With Fermi-Dirac statistics the critical density is still 11% above it at τ = 10 Ha*, about 6300 K, so for these parameters the limit is not reached in a solid. In this limit the critical density varies as the square of κ_c, and the two thresholds differ by a factor of 1.42 in density instead of 2.85. The sixth power is a property of the degenerate gas.

The model also leaves out exchange and correlation among the electrons, the random positions of the donors, the overlap of their orbitals, and several or anisotropic band minima. With these omissions, the defensible result is that the screened potential of a single donor loses its bound state when n^(1/3) a is a few tenths. That an array of donors turns metallic near the same density is the assumption behind the criterion and is not derived here. The difference between 0.25 and 0.36 separates two treatments of one idealized potential, and a calculation whose outcome depends on it needs a better model of the many-donor system.
